# Choosing the magnetic-field range for a nonnegative carrier-mobility spectrum

A Boltzmann transport calculation that includes a magnetic field asks for a list of fields, and someone has to decide where the list ends. If the conductivity tensor will be turned into a mobility spectrum, to be compared with Hall data or searched for a parallel conducting layer, the largest field and the error of the data together decide which peaks mean anything. In the germanium model worked out below, data reaching 0.5 T with an error of 0.1% of the zero-field conductivity are compatible with a sharp false peak carrying 86% of the conductivity. A denser $k$ mesh lowers the error, but what remains is amplified when the data are continued to the missing fields.

## What the field list measures

The algebra uses atomic units, $\hbar=e=m_e=1$, with $B$ along $z$. The sample is uniform and isotropic in the plane, the electric field is weak, and transport is classical. A carrier of charge $q=\pm1$, mass $m$ and relaxation time $\tau$ drifts steadily when

$$\frac{m\mathbf v}{\tau}=q(\mathbf E+\mathbf v\times\mathbf B),\qquad \mathbf v=\mu(\mathbf E+\mathbf v\times\mathbf B),\qquad \mu=\frac{q\tau}{m}.$$

The mobility $\mu$ is thus positive for holes and negative for electrons. Write $v=v_x+iv_y$. Since $\mathbf v\times\mathbf B=(v_yB,-v_xB)$, its complex form is $-iBv$. For $\mathbf E$ along $x$,

$$v=\mu(E-iBv)\quad\Rightarrow\quad v=\frac{\mu E}{1+i\mu B}.$$

The current of $n$ carriers per volume is $qnv$, which gives $\sigma_{xx}+i\sigma_{yx}$ after division by $E$. Because $\sigma_{xy}=-\sigma_{yx}$, we take the complex conjugate. Summing over carriers, and dividing by the zero-field conductivity, gives

$$\Sigma(B)=\frac{\sigma_{xx}+i\sigma_{xy}}{\sigma(0)}=\int\frac{s(\mu)}{1-i\mu B}\,d\mu,\qquad s\ge0,\quad \int s\,d\mu=1.$$

The weight is nonnegative for both signs of charge because $qn\mu=n\tau/m$. Measured resistivities enter through the matrix inverse, $\sigma_{xx}=\rho_{xx}/(\rho_{xx}^2+\rho_{yx}^2)$ and $\sigma_{xy}=\rho_{yx}/(\rho_{xx}^2+\rho_{yx}^2)$.

Two limits show what the range controls. If $|\mu|B<1$ for all carriers, the geometric series gives

$$\Sigma(B)=\sum_{k\ge0}(iB)^kM_k,\qquad M_k=\int s\,\mu^k\,d\mu .$$

Low fields therefore supply a few moments, and the rest sink below the error. In the opposite limit, $|\mu|B\gg1$, we write $1-i\mu B=-i\mu B\,[1+i/(\mu B)]$ and expand:

$$\frac1{1-i\mu B}\simeq\frac{i}{\mu B}+\frac1{(\mu B)^2}.$$

Since $s/\mu$ is proportional to $qn$, the leading Hall conductivity is the net carrier charge divided by $B$. It no longer depends on the mobilities. The information that separates carriers lies largely around $|\mu|B\sim1$, between these limits.

With error-free data the range would not matter. For a spectrum of bounded support, $\Sigma$ is analytic along the real field axis and around $B=0$. Its values on any interval fix its continuation to zero field, hence every moment, hence $s$. Finite accuracy destroys this argument, because continuation amplifies errors.

## The constrained inversion

On a mobility grid the unknowns are shares $w_j\ge0$. Let $K$ hold the real and imaginary parts of the kernel and $d$ the data. A standard inversion minimizes

$$F(w)=|Kw-d|^2+r^2|w|^2,\qquad w\ge0,$$

where $r$ sets a weak penalty. Define $g=K^T(d-Kw)-r^2w$. For a change $h$,

$$F(w+h)-F(w)=-2g\cdot h+|Kh|^2+r^2|h|^2 .$$

Suppose $g_j=0$ wherever $w_j>0$ and $g_j\le0$ wherever $w_j=0$. An allowed change has $h_j\ge0$ at the zeros, so $g\cdot h\le0$ and $F$ rises for every $h\ne0$. These conditions identify the unique minimum.

An active-set method reaches it as follows.

1. Start with all shares zero and no share free.
2. Free the share with the largest positive $g_j$. If there is none, stop.
3. Minimize $F$ over the free shares, ignoring signs.
4. If some come out nonpositive, move toward that solution until the first share reaches zero, fix it there, and return to step 3. Otherwise accept the solution and return to step 2.

The minimum is unique, but it is the minimum of $F$, penalty included. Other spectra may fit the data equally well.

## How to build a false peak

Let $p_k$ be the polynomials orthonormal under the true spectrum, $\int s\,p_kp_l\,d\mu=\delta_{kl}$, with $p_0=1$. Expand $\mu p_k$ in them. The coefficient on $p_j$ is $\int s\,p_k(\mu p_j)\,d\mu$, which vanishes for $j<k-1$ because $\mu p_j$ then has degree below $k$. So

$$\mu p_k=b_{k+1}p_{k+1}+a_kp_k+b_kp_{k-1}.$$

Choose any mobility $\xi$ with $p_n(\xi)\neq0$. Form the symmetric tridiagonal matrix of size $n+1$ with diagonal $a_0,\dots,a_{n-1},a'$ and off-diagonal $b_1,\dots,b_n$, where

$$a'=\xi-b_n\frac{p_{n-1}(\xi)}{p_n(\xi)}.$$

The vector $u(\xi)=(p_0(\xi),\dots,p_n(\xi))$ is an eigenvector with eigenvalue $\xi$: the first $n$ rows are the recurrence, and the last reads $b_np_{n-1}+a'p_n=\xi p_n$. For every eigenvalue $x_j$, the first $n$ rows force the eigenvector to be proportional to $u(x_j)$. Place a line at each $x_j$ with weight

$$w_j=\frac1{\sum_{k=0}^n p_k(x_j)^2}.$$

The vectors $\sqrt{w_j}\,u(x_j)$ are normalized and mutually orthogonal, so they form an orthogonal matrix. Its rows are orthonormal too:

$$\sum_jw_jp_k(x_j)p_l(x_j)=\delta_{kl},\qquad k,l\le n.$$

The lines integrate each product $p_kp_l$ as $s$ does. These products span all polynomials up to degree $2n$, so moments $0$ to $2n$ agree. A nonnegative spectrum with a peak at the arbitrary mobility $\xi$ has been hidden behind the same low-field data. Nothing prevents $\xi$ from having the wrong carrier sign.

The difference in conductivity can be found in closed form. Let $Q(\mu)=\prod_j(\mu-x_j)$, $R=Qp_n$ and $z=-i/B$. The quotient $[R(z)-R(\mu)]/(z-\mu)$ is a polynomial in $\mu$ of degree $2n$, so $s$ and the lines give it the same integral. As $R(x_j)=0$,

$$\int s\,\frac{R(z)-R(\mu)}{z-\mu}\,d\mu=\sum_jw_j\frac{R(z)}{z-x_j}.$$

Multiply by $z/R(z)$ and use $z/(z-\mu)=1/(1-i\mu B)$. The misfit, true minus false, is

$$E_n(B)=\frac1{R(z)}\int\frac{s\,R}{1-i\mu B}\,d\mu .$$

The zeros $y_m$ of $R$ are eigenvalues of real symmetric matrices, hence real. With $c$ the leading coefficient of $R$ and $|1-i\mu B|\ge1$,

$$|E_n(B)|\le\frac{\int s|R|\,d\mu}{|c|}\prod_{m=1}^{2n+1}\frac{B}{\sqrt{1+y_m^2B^2}} .$$

Every factor grows with $B$, so the bound at the largest field also covers all lower fields. The growth of the misfit itself follows, at low field, from the moment series: $E_n(B)\simeq(iB)^{2n+1}\Delta$, where $\Delta$ is the difference, true minus false, between the moments of order $2n+1$, the first that can differ. If $p_{n+1}(\xi)=0$, these moments agree too, and the misfit starts one order higher. Extending a low-field range therefore helps to expose this false spectrum.

If it misses the tolerance $\delta$, it can be diluted. Let $\varepsilon_n$ be its largest error in either tensor component over the field list. A mixture containing a fraction $\theta=\min(1,\delta/\varepsilon_n)$ of the false spectrum and $1-\theta$ of the true one has error $\theta\varepsilon_n\le\delta$. It has a peak at $\xi$ of weight at least $\theta/\sum_{k\le n}p_k(\xi)^2$.

## How large can it become?

The construction gives a possible weight, not the largest one. The latter is a linear program: maximize the share at $\xi$ subject to $w\ge0$ and $|Kw-d|\le\delta$ for each datum. To bound the answer from above, combine the kernel rows into $D(\mu)=\sum_by_bK_b(\mu)$, with $D\ge0$ everywhere and $D(\xi)\ge1$. Any acceptable spectrum then obeys

$$w_\xi\le\sum_jw_jD(\mu_j)=\sum_by_b(Kw)_b\le\sum_by_bd_b+\delta\sum_b|y_b| .$$

The linear-program solver supplies the $y_b$. If $D$ falls short of its conditions by at most $\eta$, adding $\eta$ repairs it and raises the bound by at most $\eta(1+\delta)$, because the zero-field datum limits the total weight.

The same program can minimize the share inside a mobility window. A positive minimum means that every spectrum within the stated error and mobility limits has conductivity there. This is a stronger statement than the appearance of a peak in one fit.

## A germanium model with two hole bands

Take $10^{16}$ holes per cm³ at 300 K, with heavy and light masses 0.33 and 0.043. Let $x$ be the hole energy divided by $kT$. A nondegenerate parabolic band has population proportional to $x^{1/2}e^{-x}$, and $\langle v_x^2\rangle/kT=2x/(3m)$ supplies another factor $x$. The normalized average is

$$\bar\mu=\int_0^\infty\frac{x^{3/2}e^{-x}}{\Gamma(5/2)}\,\mu(x)\,dx,\qquad \mu(x)=\frac{\tau_0}{m}\frac{x^{3/2}}{x^2+0.1}.$$

The scattering time combines an acoustic-like rate, proportional to $x^{1/2}$, with an impurity-like rate, proportional to $x^{-3/2}$; $\tau_0=0.40$ ps in both bands. Quadrature gives mean mobilities of 1450 and 11,126 cm²/Vs. The light density fraction is

$$\frac{0.043^{3/2}}{0.043^{3/2}+0.33^{3/2}}=0.0449,$$

so the light conductivity share is

$$\frac{0.0449\times11126}{0.0449\times11126+0.9551\times1450}=0.265 .$$

Each band is a broad distribution. Between 2600 and 5000 cm²/Vs, called the gap below, lies 0.014% of the true conductivity, and there are no electrons.

For $n=2$ and $\xi=-4000$ cm²/Vs, the matrix construction gives three lines:

- $-4000$ cm²/Vs with 1.9% of the conductivity;
- 2064 cm²/Vs with 78.0%;
- 13,696 cm²/Vs with 20.1%.

At 0.5 T the misfit is $5.2\times10^{-4}$ of $\sigma(0)$, and its bound is $6.2\times10^{-4}$. Since the bound grows with field, this false electron fits everywhere up to 0.5 T within $\delta=10^{-3}$.

The linear programs used error-free model data at 17 equally spaced fields from zero to $B_{\max}$, the same $\delta$, and $|\mu|\le100{,}000$ cm²/Vs. The light-hole window was 5000 to 20,000 cm²/Vs. All shares are percentages of conductivity.

| $B_{\max}$ (T) | Largest peak at +3500 | Largest peak at −4000 | Guaranteed light share |
|---|---|---|---|
| 0.5 | 86 | 12 | none |
| 1.5 | 28 | 1.3 | 15.7 |
| 5.0 | 15 | 0.32 | 17.0 |

The guaranteed shares are lower bounds; the true window share is 26.5%. The light holes have $\bar\mu B=0.56$, 1.7 and 5.6 at the three maximum fields. At this $\delta$ their guarantee appears between the first two, near $\mu B\sim1$. That value is a scale and not a threshold: a smaller error can bring the guarantee to a lower field. A false hole of about 15% between the bands remains possible at 5 T, where the heavy holes have $\bar\mu B=0.72$. More range alone does not remove it: with the same 17 points and the same $\delta$, it stays near 15% for lists ending at 7 and 14 T, where the heavy holes reach 1.0 and 2.0.

Actual inversions ask a different question, since they select one spectrum from noisy data. Forty fits per range used Gaussian errors of standard deviation $10^{-3}$, $r=10^{-3}$, and 120 mobilities spaced geometrically from 100 to 30,000 cm²/Vs in both signs. Noise draws, point count, grid and penalty were held fixed. The mean share placed in the gap was 12.8%, 1.9% and 5.0% for 0.5, 1.5 and 5 T; the electron share was 1.1%, 0.2% and 0.2%. The total false share is smaller at 5 T than at 0.5 T, but the gap share does not fall steadily. Without noise, the fit at 5 T places nothing in the gap, so the share found there is an effect of the noise.

The first noisy fit at 0.5 T had peaks at 1500 and 12,175 cm²/Vs, with 74% and 26%. It looks right, yet even error-free data over this range, with tolerance $\delta$, gave no guaranteed light-hole share. At 5 T the corresponding fit had four peaks, although the model has two bands. Neither a clean appearance nor a peak count measures reliability.

## Where real samples depart from the model

The masses and scattering time are rough values for germanium, and the resulting average hole mobility, about 1900 cm²/Vs, is typical of lightly doped material at room temperature. The largest omission estimated here is the warping of the heavy-hole band. Because $\Sigma$ was defined with a complex conjugate, we use $v_x-iv_y$, which for a circular orbit rotates as $e^{i\omega_ct}$ with $\omega_c=qB/m$. On a noncircular orbit it becomes $\sum_nv_ne^{in\omega_ct}$. Its correlation decays as $e^{-t/\tau}$, so harmonic $n$ contributes

$$|v_n|^2\int_0^\infty e^{-t/\tau+in\omega_ct}\,dt=\frac{|v_n|^2\tau}{1-in\omega_c\tau}.$$

This is a genuine spectral line at $n$ times the cyclotron mobility. With $B$ along a cube axis, fourfold symmetry permits $n=1,-3,5,\dots$. A numerical Fourier analysis of the $k_z=0$ orbit, with rough Luttinger parameters 13.4, 4.2 and 5.7 and constant lifetime, puts 10% of that orbit's weight at $n=-3$. If this held for the whole heavy band, it would be $0.735\times10\%\approx7\%$ of the conductivity, far above the 0.32% allowed at 5 T for a single false line at −4000 cm²/Vs. That figure is on the high side, because orbits away from $k_z=0$ carry less of this harmonic; averaged over the band it is nearer 6% of the conductivity. The energy dependence of $\tau$ also spreads it over several thousand cm²/Vs instead of a single line. Real germanium can thus show negative-mobility weight without electrons. Landau quantization was estimated from the level spacing alone, which for light holes at 5 T is 13 meV against $kT=26$ meV. Weighting each band's response by $(\hbar\omega_c/kT)^2/24$, the leading thermal correction to a level sum, gives a scale of $6\times10^{-4}$ of $\sigma(0)$, close to $\delta$. This leaves out the effect of the levels on the scattering rate, so it is not a bound on the full correction. Optical-phonon scattering is also absent, though 63% of the model conductivity comes from holes above a rough phonon energy of 37 meV; its effect on the peak shapes was not calculated.

## Setting the range

Estimate the mobility of each population that must be separated, and let the list pass through $B=1/|\mu|$ where classical transport remains valid. With $10^4$ cm²/Vs equal to 1 T$^{-1}$, a transistor channel at 2000 cm²/Vs calls for about 5 T, while a parallel layer at 200 cm²/Vs calls for 50 T. These are starting values. A smaller error can replace part of the field range, and passing $\mu B=1$ does not by itself exclude false peaks: in the model above, the one between the bands survived it at the same $\delta$. If the slower layer is out of reach, its conductivity may be constrained while its mobility distribution is not.

Estimate $\delta$ from the change of the tensor under refinement of the $k$ mesh and interpolation, taking the largest change rather than its average. A small refinement step can leave an error several times larger than the change it produces. It is safer to double the number of points per direction and to check over several meshes that the changes keep shrinking. The linear bounds do not require these errors to be random. Then minimize the share in each window of interest before assigning a peak to a carrier. If the minimum is zero, the data do not establish any conductivity in that window, which may really be empty. Extending the fields or reducing $\delta$ can help to decide; changing the penalty can alter the fitted spectrum but adds no data. When the calculation provides band-resolved conductivities, use them to assign the peaks, since the total tensor has already discarded that label.
